# Can a tensile film delaminate from its edge without buckling?: a program that tests the result

```python
"""
Result under test: a film in equal biaxial tension can delaminate from a free
edge without buckling, with steady energy release rate
    G = (1 - nu^2) sigma^2 h / (2 E).
E, nu: film Young modulus and Poisson ratio; sigma: film stress (tension > 0);
h: film thickness; a: crack length from the film edge; Gamma: toughness.
The finite-element model uses lengths in units of h and stresses in GPa.
Its displacement is measured from the uncut, uniformly stressed film.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# Rough typical values for Mo on soda-lime glass; toughness is chosen.
E_film, nu_film = 320.0, 0.30          # GPa, 1
E_glass, nu_glass = 70.0, 0.22         # GPa, 1
sigma, thickness = 1.0, 500e-9         # GPa, m
toughness, glass_thickness = 1.5, 1e-3 # J/m^2, m
alpha_film, alpha_glass = 5e-6, 9e-6   # 1/K
T_room, T_hot = 300.0, 700.0           # K
Ep_film = E_film / (1 - nu_film**2)
Ep_glass = E_glass / (1 - nu_glass**2)


def steady_G(stress_GPa, h_m):
    return stress_GPa**2 * 1e9 * h_m / (2 * Ep_film)


# ---------- Three-dimensional Hooke law: release across the edge ----------
compliance = (np.eye(3) * (1 + nu_film) - nu_film) / E_film
stiffness3 = np.linalg.inv(compliance)


def release_across_edge(sx, sy):
    """Minimize elastic energy over x and z strain at fixed y strain."""
    before = np.array([sx, sy, 0.0])
    strain = compliance @ before
    energy_before = before @ strain / 2
    relaxed = strain.copy()
    loose = [0, 2]
    relaxed[loose] = np.linalg.solve(
        stiffness3[np.ix_(loose, loose)], -stiffness3[loose, 1] * strain[1])
    after = stiffness3 @ relaxed
    return energy_before, after @ relaxed / 2, after[1]


U_before, U_after, residual = release_across_edge(sigma, sigma)
G_hooke = (U_before - U_after) * 1e9 * thickness
G_room = steady_G(sigma, thickness)
assert np.isclose(G_hooke, G_room, rtol=1e-10)
assert np.isclose(residual, (1 - nu_film) * sigma, rtol=1e-10)
assert np.isclose((U_before - U_after) / U_before, (1 + nu_film) / 2)
sy_unequal = 0.1 * sigma
residual_unequal = release_across_edge(sigma, sy_unequal)[2]
assert np.isclose(residual_unequal, sy_unequal - nu_film * sigma)
assert residual > 0 > residual_unequal

# ---------- Buckling of a detached strip with clamped sides ----------
half_width = 20.0                      # in units of h
m = 240
step = 2 * half_width / (m + 1)
second = np.zeros((m + 2, m))
first = np.zeros((m + 1, m))
for j in range(m):
    second[j, j] += 1 / step**2
    second[j + 1, j] -= 2 / step**2
    second[j + 2, j] += 1 / step**2
    first[j, j] += 1 / step
    first[j + 1, j] -= 1 / step
second[0] *= 2                         # mirror node at a clamped end
second[-1] *= 2
weights = np.ones(m + 2)
weights[[0, -1]] = 0.5
bend = second.T @ (weights[:, None] * second) * step
stretch = first.T @ first * step
plate_D = Ep_film / 12                 # in GPa h^3
sigma_buckle_num = plate_D * eigh(
    bend, stretch, eigvals_only=True, subset_by_index=[0, 0])[0]
sigma_buckle = np.pi**2 * plate_D / half_width**2
assert np.isclose(sigma_buckle_num, sigma_buckle, rtol=2e-3)


def lowest_stiffness(stress):
    matrix = plate_D * bend + stress * stretch
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0]


stiff_zero = lowest_stiffness(0.0)
stiff_tension = lowest_stiffness(sigma) / stiff_zero
stiff_compression = lowest_stiffness(-sigma) / stiff_zero
assert stiff_tension > 1 and stiff_compression < 0


# ---------- Plane-strain finite elements ----------
def graded(length, first_step, growth):
    count = int(np.ceil(np.log(1 + length * (growth - 1) / first_step)
                        / np.log(growth)))
    points = np.cumsum(first_step * growth**np.arange(1, count + 1))
    return points * length / points[-1]


def block(x, y, young, poisson, initial_stress):
    """Stiffness and release load of one rectangular block."""
    nx, ny = len(x), len(y)
    i, j = np.meshgrid(np.arange(nx - 1), np.arange(ny - 1), indexing="ij")
    i, j = i.ravel(), j.ravel()
    nodes = np.stack([i * ny + j, (i + 1) * ny + j,
                      (i + 1) * ny + j + 1, i * ny + j + 1], axis=1)
    dx, dy = np.diff(x)[i], np.diff(y)[j]
    factor = young / ((1 + poisson) * (1 - 2 * poisson))
    C = factor * np.array([[1 - poisson, poisson, 0],
                           [poisson, 1 - poisson, 0],
                           [0, 0, (1 - 2 * poisson) / 2]])
    Ke = np.zeros((len(i), 8, 8))
    fe = np.zeros((len(i), 8))
    cx, cy = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    for p in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
        for q in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            gx = (cx * (1 + q * cy) / 4)[None, :] * (2 / dx)[:, None]
            gy = (cy * (1 + p * cx) / 4)[None, :] * (2 / dy)[:, None]
            B = np.zeros((len(i), 3, 8))
            B[:, 0, 0::2] = gx
            B[:, 1, 1::2] = gy
            B[:, 2, 0::2] = gy
            B[:, 2, 1::2] = gx
            area = dx * dy / 4
            Ke += area[:, None, None] * (B.transpose(0, 2, 1) @ (C @ B))
            fe -= area[:, None] * initial_stress * B[:, 0, :]
    dof = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(len(i), 8)
    rows = np.repeat(dof, 8, axis=1).ravel()
    cols = np.tile(dof, (1, 8)).ravel()
    size = 2 * nx * ny
    K = coo_matrix((Ke.ravel(), (rows, cols)), shape=(size, size)).tocsr()
    return K, np.bincount(dof.ravel(), fe.ravel(), minlength=size)


def solve_film(x, n, start, is_open, substrate, stress, fix_film_left=False):
    """Return energy, film-bottom gap and interface force on the film."""
    depth = 20.0
    ys = np.r_[-graded(depth, 1 / n, 1.2)[::-1], 0.0]
    yf = np.linspace(0, 1, n + 1)
    xf = x[start:]
    Ks, fs = block(x, ys, substrate[0], substrate[1], 0.0)
    Kf, ff = block(xf, yf, E_film, nu_film, stress)
    ns, nf = len(x) * len(ys), len(xf) * len(yf)
    film_nodes = ns + np.arange(nf)
    bottom = np.arange(len(xf)) * len(yf)
    top = (start + np.arange(len(xf))) * len(ys) + len(ys) - 1
    bonded = ~is_open(xf)
    film_nodes[bottom[bonded]] = top[bonded]
    film_dof = np.stack([2 * film_nodes, 2 * film_nodes + 1], 1).ravel()
    size = 2 * (ns + nf)
    a, b = Ks.tocoo(), Kf.tocoo()
    K = coo_matrix((np.r_[a.data, b.data],
                    (np.r_[a.row, film_dof[b.row]],
                     np.r_[a.col, film_dof[b.col]])),
                   shape=(size, size)).tocsr()
    force = np.bincount(film_dof, ff, minlength=size)
    force[:2 * ns] += fs
    active = np.zeros(size, bool)
    active[:2 * ns] = True
    active[film_dof] = True
    base = np.arange(len(x)) * len(ys)
    active[2 * base] = active[2 * base + 1] = False
    active[2 * np.arange(len(ys))] = False
    active[2 * ((len(x) - 1) * len(ys) + np.arange(len(ys)))] = False
    active[2 * film_nodes[-len(yf):]] = False
    if fix_film_left:
        active[2 * film_nodes[:len(yf)]] = False
    free = np.flatnonzero(active)
    u = np.zeros(size)
    u[free] = spsolve(K[free][:, free].tocsc(), force[free],
                      permc_spec="MMD_AT_PLUS_A")
    pull = (Kf @ u[film_dof] - ff).reshape(-1, 2)[bottom]
    uu = u.reshape(-1, 2)
    gap = uu[film_nodes[bottom]] - uu[top]
    return -force @ u / 2, gap, pull, np.max(np.abs(u))


n = 10
fine = np.arange(-n, 12 * n + 1) / n
x = np.r_[fine[0] - graded(80, 1 / n, 1.12)[::-1], fine,
          fine[-1] + graded(120, 1 / n, 1.12)]
edge = int(np.argmin(np.abs(x)))
glass = (E_glass, nu_glass)
matched = (E_film, nu_film)
G_unit = sigma**2 / (2 * Ep_film)      # formula, per unit thickness


def edge_crack(length, substrate=glass, stress=sigma):
    return solve_film(x, n, edge, lambda s: s < length - 1e-6,
                      substrate, stress)


def G_from_energy(length, substrate=glass):
    d = 1 / n
    return (edge_crack(length - d, substrate)[0]
            - edge_crack(length + d, substrate)[0]) / (2 * d)


def G_from_tip(result, length):
    """Opening and shearing parts of the work that closes one element."""
    tip = int(round(length * n))
    parts = -result[2][tip] * result[1][tip - 1] * n / 2
    return parts[1], parts[0]


lengths = [0.5, 1.0, 2.0, 4.0, 8.0]
ratios = [G_from_energy(length) / G_unit for length in lengths]
assert abs(ratios[-1] - 1) < 0.01
assert abs(ratios[-1] - ratios[-2]) < 0.01
ratio_matched = G_from_energy(8.0, matched) / G_unit
assert abs(ratio_matched - 1) < 0.01   # substrate stiffness drops out

tension = edge_crack(8.0)
G_open, G_shear = G_from_tip(tension, 8.0)
tip_ratio = (G_open + G_shear) / G_unit
assert abs(tip_ratio - 1) < 0.015
assert G_open > 0 and G_shear > 0
crack_nodes = int(round(8.0 * n))
assert np.all(tension[1][:crack_nodes, 1] > 0)
compression = edge_crack(8.0, stress=-sigma)
assert np.all(compression[1][:crack_nodes, 1] < 0)
lift_tension = tension[1][0, 1] * thickness * 1e9
lift_compression = compression[1][0, 1] * thickness * 1e9

# A debond below an uncut film must release no energy.
interior = solve_film(x, n, 0, lambda s: (s > 1e-6) & (s < 8 - 1e-6),
                      glass, sigma, fix_film_left=True)
assert interior[3] < 1e-10 and abs(interior[0]) < 1e-12


# ---------- Competing channel crack through the film ----------
def channel_G(mesh):
    inner = np.arange(3 * mesh + 1) / mesh
    xc = np.r_[inner, 3 + graded(120, 1 / mesh, 1.12)]
    result = solve_film(xc, mesh, 0, lambda s: np.zeros(len(s), bool),
                        glass, sigma)
    return -2 * result[0] * thickness * 1e9  # two mirrored halves


channel_coarse, channel_fine = channel_G(15), channel_G(30)
assert abs(channel_fine / channel_coarse - 1) < 0.10  # corner singularity
assert channel_fine > G_room

# ---------- Bending and stretching of a free glass plate ----------
h, H = thickness, glass_thickness
misfit = sigma / Ep_film
A0 = Ep_glass * H + Ep_film * h
A1 = Ep_film * h * (H + h) / 2
A2 = Ep_glass * H**3 / 12 + Ep_film * ((H / 2 + h)**3 - (H / 2)**3) / 3
load = Ep_film * misfit * h * np.array([1, (H + h) / 2])
mean_strain, curvature = np.linalg.solve([[A0, A1], [A1, A2]], load)
laminate_U = (Ep_film * misfit**2 * h
              - load @ np.array([mean_strain, curvature])) / 2
film_mean = Ep_film * (misfit - mean_strain - curvature * (H + h) / 2)
bending_exact = laminate_U / (film_mean**2 * h / (2 * Ep_film)) - 1
bending_formula = 4 * Ep_film * h / (Ep_glass * H)
assert np.isclose(bending_exact, bending_formula, rtol=0.01)

# ---------- Heating and critical values ----------
thermal_strain = (alpha_glass - alpha_film) * (T_hot - T_room)
plane_stress = stiffness3[:2, :2] - np.outer(
    stiffness3[:2, 2], stiffness3[2, :2]) / stiffness3[2, 2]
thermal_stress = (plane_stress @ np.full(2, thermal_strain))[0]
assert np.isclose(thermal_stress, E_film * thermal_strain / (1 - nu_film))
sigma_hot = sigma + thermal_stress
G_hot = steady_G(sigma_hot, thickness)
h_critical = 2 * Ep_film * toughness / (sigma**2 * 1e9)
h_critical_hot = 2 * Ep_film * toughness / (sigma_hot**2 * 1e9)
assert np.isclose(steady_G(sigma, h_critical), toughness)
sigma_critical = np.sqrt(2 * Ep_film * toughness / (thickness * 1e9))
T_critical = T_room + (sigma_critical - sigma) * (T_hot - T_room) / thermal_stress
assert G_room < toughness < G_hot

# ---------- Numbers for the text ----------
print(f"Mo Young modulus (rough): {E_film:.0f} GPa")
print(f"Mo Poisson ratio (rough): {nu_film:.2f}")
print(f"Glass Young modulus (rough): {E_glass:.0f} GPa")
print(f"Glass Poisson ratio (rough): {nu_glass:.2f}")
print(f"Film stress: {sigma:.2f} GPa")
print(f"Film thickness: {thickness*1e9:.0f} nm")
print(f"Chosen toughness: {toughness:.2f} J/m^2")
print(f"Film plane-strain modulus: {Ep_film:.1f} GPa")
print(f"Stored film energy: {U_before*1e9*thickness:.3f} J/m^2")
print(f"Energy left after release: {U_after*1e9*thickness:.3f} J/m^2")
print(f"Steady G: {G_room:.3f} J/m^2")
print(f"Steady G converted: {G_room/constants.e*1e-18:.2f} eV/nm^2")
print(f"Released energy fraction: {(U_before-U_after)/U_before:.3f}")
print(f"Stress left along edge: {residual:.2f} GPa")
print(f"Unequal case, initial stress along edge: {sy_unequal:.2f} GPa")
print(f"Unequal case, final stress along edge: {residual_unequal:.2f} GPa")
print(f"Detached strip half-width: {half_width*thickness*1e6:.1f} um")
print(f"Compressive buckling stress, formula: {sigma_buckle:.3f} GPa")
print(f"Compressive buckling stress, numerical: {sigma_buckle_num:.3f} GPa")
print(f"Lowest stiffness in tension / unstressed: {stiff_tension:.2f}")
print(f"Lowest stiffness in compression / unstressed: {stiff_compression:.2f}")
for length, ratio in zip(lengths, ratios):
    print(f"Finite-element G / steady G at a/h={length:.1f}: {ratio:.3f}")
print(f"Same ratio, matched substrate, a/h=8: {ratio_matched:.3f}")
print(f"Same ratio from tip forces, a/h=8: {tip_ratio:.3f}")
print(f"Tip partition length: {thickness*1e9/n:.0f} nm")
print(f"Opening share of G at that length: {G_open/(G_open+G_shear):.3f}")
print(f"Edge lift in tension, a/h=8: {lift_tension:.1f} nm")
print(f"Linear edge gap in compression: {lift_compression:.1f} nm")
print(f"Interior debond, largest displacement / h: {interior[3]:.1e}")
print(f"Critical thickness at room temperature: {h_critical*1e9:.0f} nm")
print(f"Critical stress for this film: {sigma_critical:.3f} GPa")
print(f"Mo thermal expansion (rough): {alpha_film*1e6:.1f} ppm/K")
print(f"Glass thermal expansion (rough): {alpha_glass*1e6:.1f} ppm/K")
print(f"Room temperature: {T_room:.0f} K")
print(f"Process temperature: {T_hot:.0f} K")
print(f"Added thermal stress: {thermal_stress:.3f} GPa")
print(f"Hot film stress: {sigma_hot:.3f} GPa")
print(f"Hot steady G: {G_hot:.3f} J/m^2")
print(f"Hot critical thickness: {h_critical_hot*1e9:.0f} nm")
print(f"Temperature where steady G meets toughness: {T_critical:.0f} K")
print(f"Glass thickness: {glass_thickness*1e3:.1f} mm")
print(f"Substrate-bending increase of G: {100*bending_exact:.2f} percent")
print(f"Channel-crack G, coarse mesh: {channel_coarse:.2f} J/m^2")
print(f"Channel-crack G, fine mesh: {channel_fine:.2f} J/m^2")
print(f"Channel-crack G / edge steady G: {channel_fine/G_room:.1f}")
print(f"Hot channel-crack G: {channel_fine*(sigma_hot/sigma)**2:.1f} J/m^2")
print("OK")
```

It prints:

```
Mo Young modulus (rough): 320 GPa
Mo Poisson ratio (rough): 0.30
Glass Young modulus (rough): 70 GPa
Glass Poisson ratio (rough): 0.22
Film stress: 1.00 GPa
Film thickness: 500 nm
Chosen toughness: 1.50 J/m^2
Film plane-strain modulus: 351.6 GPa
Stored film energy: 1.094 J/m^2
Energy left after release: 0.383 J/m^2
Steady G: 0.711 J/m^2
Steady G converted: 4.44 eV/nm^2
Released energy fraction: 0.650
Stress left along edge: 0.70 GPa
Unequal case, initial stress along edge: 0.10 GPa
Unequal case, final stress along edge: -0.20 GPa
Detached strip half-width: 10.0 um
Compressive buckling stress, formula: 0.723 GPa
Compressive buckling stress, numerical: 0.723 GPa
Lowest stiffness in tension / unstressed: 2.31
Lowest stiffness in compression / unstressed: -0.41
Finite-element G / steady G at a/h=0.5: 0.995
Finite-element G / steady G at a/h=1.0: 1.000
Finite-element G / steady G at a/h=2.0: 1.000
Finite-element G / steady G at a/h=4.0: 1.000
Finite-element G / steady G at a/h=8.0: 1.000
Same ratio, matched substrate, a/h=8: 1.000
Same ratio from tip forces, a/h=8: 1.000
Tip partition length: 50 nm
Opening share of G at that length: 0.096
Edge lift in tension, a/h=8: 25.4 nm
Linear edge gap in compression: -25.4 nm
Interior debond, largest displacement / h: 2.8e-17
Critical thickness at room temperature: 1055 nm
Critical stress for this film: 1.453 GPa
Mo thermal expansion (rough): 5.0 ppm/K
Glass thermal expansion (rough): 9.0 ppm/K
Room temperature: 300 K
Process temperature: 700 K
Added thermal stress: 0.731 GPa
Hot film stress: 1.731 GPa
Hot steady G: 2.131 J/m^2
Hot critical thickness: 352 nm
Temperature where steady G meets toughness: 547 K
Glass thickness: 1.0 mm
Substrate-bending increase of G: 0.96 percent
Channel-crack G, coarse mesh: 5.32 J/m^2
Channel-crack G, fine mesh: 5.53 J/m^2
Channel-crack G / edge steady G: 7.8
Hot channel-crack G: 16.6 J/m^2
OK
```
